# Relative rotation of the two methyl tops in dimethylzinc

**Q.** Dimethylzinc has two methyl groups on a straight C–Zn–C line. If one methyl group turning against a fixed frame has a certain rotational constant, I would expect the same constant for the rotation of one group relative to the other. The groups are identical, after all. What is the constant of a single top, to begin with?

**A.** Take the C–Zn–C line as the $z$ axis and treat each methyl group as a rigid top with exact threefold symmetry. Zinc and carbon lie on the axis, so they contribute nothing to the moment of inertia about it. Three hydrogen atoms remain, each at distance $r\sin\theta$ from the axis, where $r$ is the C–H length and $\theta$ the Zn–C–H angle:

$$I=3m_{\rm H}(r\sin\theta)^2 .$$

Clamp everything except one top. With its angle $\phi$ measured from a direction fixed in space, the kinetic energy is $T=\tfrac12 I\dot\phi^2$ and the angular momentum is $I\dot\phi$. In quantum mechanics this momentum is $-i\hbar\,\partial/\partial\phi$, so

$$T=-F_0\frac{\partial^2}{\partial\phi^2},\qquad F_0=\frac{\hbar^2}{2I}.$$

For numbers I choose a round geometry: Zn–C 0.193 nm, $r=0.109$ nm and $\theta=111^\circ$. The hydrogen distance from the axis is $0.109\sin111^\circ=0.10176$ nm. With a hydrogen mass of 1.007825 u,

$$I=3(1.007825)(0.10176)^2=0.03131\ {\rm u\,nm^2},$$

which gives $F_0=0.668$ meV, or 5.38 cm$^{-1}$.

**Q.** Now release the second top. Two tops have more inertia than one, so should the constant not go down?

**A.** It depends on which motion is meant. Let $\phi_1$ and $\phi_2$ be the two angles, both measured in the same sense about $+z$. Define

$$\gamma=\phi_1-\phi_2,\qquad \chi=\tfrac12(\phi_1+\phi_2),$$

so that $\phi_1=\chi+\gamma/2$ and $\phi_2=\chi-\gamma/2$. The kinetic energy about the axis is

$$T=\tfrac12 I\left[\left(\dot\chi+\tfrac12\dot\gamma\right)^2+\left(\dot\chi-\tfrac12\dot\gamma\right)^2\right].$$

The cross terms $+\dot\chi\dot\gamma$ and $-\dot\chi\dot\gamma$ cancel because the tops have equal inertia. The squares add to

$$T=I\dot\chi^2+\tfrac14 I\dot\gamma^2=\tfrac12(2I)\dot\chi^2+\tfrac12\left(\tfrac I2\right)\dot\gamma^2 .$$

Your expectation holds for the common rotation, whose inertia is $2I$. The relative rotation has inertia $I/2$. At a given relative rate $\dot\gamma$, with no common rotation, each top needs to turn at only $\dot\gamma/2$. Each then has a quarter of the energy that one top would have at the full rate, and the two together have half of it.

The momenta follow by differentiation:

$$P_\chi=\frac{\partial T}{\partial\dot\chi}=2I\dot\chi,\qquad P_\gamma=\frac{\partial T}{\partial\dot\gamma}=\frac I2\dot\gamma .$$

Inserting $\dot\chi=P_\chi/2I$ and $\dot\gamma=2P_\gamma/I$ gives

$$T=\frac{P_\chi^2}{4I}+\frac{P_\gamma^2}{I}.$$

Write $P_\chi=\hbar K$ and $P_\gamma=\hbar p$. Since $\hbar^2/4I=F_0/2$ and $\hbar^2/I=2F_0$,

$$T=\frac{F_0}{2}K^2+2F_0\,p^2 .$$

The relative constant is $F=2F_0$, here 1.335 meV or 10.77 cm$^{-1}$.

**Q.** That was classical mechanics with hats put on at the end. Does the change of variables leave the quantum operator alone?

**A.** It can be done directly on the operator. The chain rule gives

$$\frac{\partial}{\partial\phi_1}=\frac12\frac{\partial}{\partial\chi}+\frac{\partial}{\partial\gamma},\qquad
\frac{\partial}{\partial\phi_2}=\frac12\frac{\partial}{\partial\chi}-\frac{\partial}{\partial\gamma}.$$

Squaring and adding, the mixed derivatives cancel:

$$-F_0\left(\frac{\partial^2}{\partial\phi_1^2}+\frac{\partial^2}{\partial\phi_2^2}\right)
=-\frac{F_0}{2}\frac{\partial^2}{\partial\chi^2}-2F_0\frac{\partial^2}{\partial\gamma^2}.$$

With $K=-i\partial/\partial\chi$ and $p=-i\partial/\partial\gamma$ this is the same expression. The transformation is linear and its Jacobian has magnitude one, so the volume element stays $d\chi\,d\gamma$ and no extra term arises.

**Q.** You have ignored the rest of the molecule. It also tumbles end over end, and its centre of mass might move.

**A.** Each ring of three hydrogens has its centre on the axis. Turning it moves no net mass, so the centre of mass stays at rest. The angular momentum of the turning ring points along $z$, while the angular velocity $\boldsymbol\omega_\perp$ of end-over-end motion is perpendicular to $z$. The coupling in the kinetic energy is the scalar product of the two, which vanishes. The threefold symmetry also makes the perpendicular moment of inertia independent of $\phi_1$ and $\phi_2$. With the perpendicular angular momentum kept as a separate variable, end-over-end rotation therefore adds its own energy and leaves the coefficients of $K^2$ and $p^2$ unchanged. If the levels are instead labelled by the total angular momentum $J$, that energy is $B[J(J+1)-K^2]$, where $B=\hbar^2/2I_\perp$ is about 0.017 meV and $I_\perp$ is the end-over-end moment of inertia. The coefficient of $K^2$ at fixed $J$ is then $F_0/2-B$, while that of $p^2$ is still $2F_0$.

A numerical test used small Cartesian displacements of all nine atoms, with the motion of the centre of mass removed and both tilts included. Inverting the resulting mass matrix gave 1.3351 meV for the coefficient of $p^2$ and 0.3338 meV for that of $K^2$. The ratio of the first to the constant of one top with all other atoms clamped was 2.000000.

**Q.** Is the factor two a property of relative motion as such, or of these particular tops?

**A.** It requires equal tops. Give them constants $F_1$ and $F_2$ and use the same chain rule:

$$F_1p_1^2+F_2p_2^2=\frac{F_1+F_2}{4}K^2+(F_1-F_2)Kp+(F_1+F_2)p^2,$$

where $p_1=K/2+p$ and $p_2=K/2-p$. The relative coefficient is $F_1+F_2$: inverse inertias add. Equal tops give $2F_0$ and remove the cross term.

If the second top is made very heavy, $F_2\to0$ and the coefficient returns to $F_1$. That is the clamped frame. The fixed-frame top and the symmetric pair are thus two cases of one formula, and the difference between them is the recoil of the partner.

Deuterating one methyl group gives an intermediate case. At unchanged geometry its constant falls in the ratio of the hydrogen masses, to about half, and the relative coefficient should be near $1.5F_0$. The displacement calculation gives $1.5004F_0$, with $F_0$ that of CH$_3$.

The factor also belongs to the full angle $\gamma$. If someone uses $\delta=\gamma/2$, then $\partial/\partial\gamma=\tfrac12\partial/\partial\delta$, and the same operator reads $-(F_0/2)\partial^2/\partial\delta^2$. The energies do not change, but a quoted constant has no meaning until its angle is named.

**Q.** Fine for free tops. What potential do you add, and why may it depend on $\gamma$ alone?

**A.** Turning both tops together about a straight axis is a rotation of the whole molecule, which costs no potential energy. Hence $V$ cannot depend on $\chi$. Turning one top by $2\pi/3$ exchanges identical hydrogens, so $V(\gamma+2\pi/3)=V(\gamma)$ and its Fourier series contains only multiples of $3\gamma$. Reflection in a plane containing the axis reverses both angles, so $V(-\gamma)=V(\gamma)$ and only cosines remain. Keeping the first one,

$$V(\gamma)=\frac{V_3}{2}(1+\cos3\gamma),$$

with $\gamma=0$ for the eclipsed form. This form has energy $V_3$, and the staggered form at $\gamma=\pi/3$ has energy zero. The full axial Hamiltonian is

$$H=\frac{F_0}{2}K^2+2F_0p^2+\frac{V_3}{2}(1+\cos3\gamma).$$

**Q.** I would guess that $V_3$ is positive, as in ethane. What does a calculation say?

**A.** Hartree–Fock theory at the fixed geometry above, in the def2-SVP basis without the $p$ functions on hydrogen, gives $V_3=-0.025$ meV. The negative sign means that the eclipsed form is lower. The next term, written as $(V_6/2)(1-\cos6\gamma)$, comes out at $V_6=-0.0001$ meV. This is about 0.4% of $|V_3|$, so the threefold term dominates at this level.

The value of $V_3$ itself is not settled. Adding correlation by second-order perturbation theory (MP2), with the same geometry and basis and with the zinc $1s,2s,2p$ and carbon $1s$ orbitals frozen, changes it to $-0.122$ meV. That is almost five times larger in magnitude. Both calculations leave out geometry relaxation, vibrational averaging and the rest of the basis. I would conclude that the hindrance is small compared with $F$ at both levels, and would not rely on its size or its sign. The examples below use the Hartree–Fock number as a definite input. The kinetic factor two does not depend on it.

**Q.** You now have a one-dimensional problem in $\gamma$. I would solve it with functions periodic in $2\pi$ and be done.

**A.** That is right only for some of the states. The wave function must be single-valued in each original angle, so the free states are $e^{im_1\phi_1+im_2\phi_2}$ with integer $m_1$ and $m_2$. In the new variables,

$$m_1\phi_1+m_2\phi_2=(m_1+m_2)\chi+\tfrac12(m_1-m_2)\gamma .$$

Therefore

$$K=m_1+m_2,\qquad p=\tfrac12(m_1-m_2)=\tfrac12K-m_2 .$$

For even $K$, $p$ is an integer. For odd $K$, it is half of an odd integer, and the function of $\gamma$ changes sign when $\gamma$ grows by $2\pi$.

**Q.** A wave function that changes sign after a full turn looks multivalued.

**A.** Increasing $\gamma$ by $2\pi$ at fixed $\chi$ turns one top by $+\pi$ and the other by $-\pi$. That is not a return to the starting angles. To return, $\chi$ must also change by $\pi$, which turns the tops by $2\pi$ and zero. The factor from $\gamma$ is $e^{2\pi ip}=(-1)^K$, the factor from $\chi$ is $e^{i\pi K}=(-1)^K$, and their product is one.

This was tested by diagonalizing the Hamiltonian in $\phi_1$ and $\phi_2$ on a grid, without separating the variables. Its lowest 25 levels agree with those of the separated Hamiltonian within $2\times10^{-13}$ meV. Replacing $2F_0$ by $F_0$ produces a largest error of 2.17 meV. Keeping $2F_0$ but forcing integer $p$ for every $K$ produces one of 1.00 meV.

**Q.** Here is my remaining trouble. Let one top carry one quantum and the other none. Surely that costs $F_0$, not $2F_0$.

**A.** It does cost $F_0$, and the separated formula agrees. For $m_1=1$, $m_2=0$ we have $K=1$ and $p=\tfrac12$, so

$$\frac{F_0}{2}(1)^2+2F_0\left(\frac12\right)^2=\frac{F_0}{2}+\frac{F_0}{2}=F_0 .$$

Half of the energy is common rotation and half is relative rotation. For a purely relative excitation take $m_1=1$, $m_2=-1$. Then $K=0$, $p=1$, and the energy is $2F_0$: one quantum in each top, in opposite senses. In general

$$\frac{F_0}{2}(m_1+m_2)^2+\frac{F_0}{2}(m_1-m_2)^2=F_0(m_1^2+m_2^2),$$

so nothing has been counted twice.

**Q.** What does the small potential do to these levels?

**A.** Its average, $V_3/2=-0.0126$ meV, shifts them all to first order. For $K=0$ and $p=\pm1$ this gives $1.3351-0.0126=1.3225$ meV, which is the value from diagonalization. For $K=1$ and $p=\pm\tfrac12$ the relative part is $1.3351/4-0.0126=0.3212$ meV, again as found.

The cosine does more to certain pairs. Write

$$\frac{V_3}{2}\cos3\gamma=\frac{V_3}{4}\left(e^{3i\gamma}+e^{-3i\gamma}\right).$$

It changes $p$ by $\pm3$ with matrix element $V_3/4$. The degenerate states $p=\tfrac32$ and $p=-\tfrac32$, which occur for odd $K$, differ by three and are coupled directly. In that pair the Hamiltonian is

$$\left(\frac94F+\frac{V_3}{2}\right)\begin{pmatrix}1&0\\0&1\end{pmatrix}+\frac{V_3}{4}\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

Its eigenvalues are $\tfrac94F+\tfrac12V_3\pm\tfrac14V_3$, split by $|V_3|/2=0.0126$ meV. Diagonalization for $K=1$ gives 2.9852 and 2.9978 meV, with the same splitting.

The cosine also couples the pair to the states $p=\pm\tfrac92$, higher by $F(\tfrac{81}{4}-\tfrac94)=18F$, about 24 meV. The coupling $|V_3|/4$ is 0.0063 meV, so their influence is negligible here. Because $V_3$ is negative, the lower combination is $\cos(3\gamma/2)$, whose density is largest at the eclipsed angle.

**Q.** Suppose another molecule of this shape had a high barrier. Would the factor two still be visible?

**A.** Yes, in the torsional frequency. Let $|V_3|\gg F$ and let $x$ be the small displacement of $\gamma$ from a minimum. Near it the cosine supplies $1-\cos3x\simeq9x^2/2$, hence

$$V\simeq V_{\min}+\frac{|V_3|}{2}\frac{9x^2}{2}=V_{\min}+\frac94|V_3|x^2 .$$

The operator $-F\,d^2/dx^2+ax^2$ is a harmonic oscillator with level spacing $2\sqrt{Fa}$. To see this, compare it with $-(\hbar^2/2\mu)d^2/dx^2+\tfrac12\mu\omega^2x^2$: the product of the coefficients is $Fa=\hbar^2\omega^2/4$. With $a=\tfrac94|V_3|$,

$$\hbar\omega=3\sqrt{F|V_3|}=3\sqrt{2F_0|V_3|}.$$

At the same potential $V(\gamma)$, the symmetric pair vibrates $\sqrt2$ times faster than one top against a clamped partner. In the present example $|V_3|/F$ is about 0.02, so this limit does not apply and the free-rotor picture is the proper start.

**Q.** A real molecule bends. Then the two axes are no longer the same line, and your derivation loses its footing.

**A.** The coefficient can be followed into the bent shape. Let the axes $\mathbf n_1$ and $\mathbf n_2$, both pointing roughly along $+z$, make a small angle $b$. Let the skeleton have angular velocity $\boldsymbol\omega$, and let $\dot\alpha_i$ be the rate of top $i$ relative to it. With $\mathcal I$ the inertia tensor of the whole molecule,

$$T=\tfrac12\boldsymbol\omega\cdot\mathcal I\boldsymbol\omega+I\sum_i\dot\alpha_i\,\mathbf n_i\cdot\boldsymbol\omega+\tfrac12I\sum_i\dot\alpha_i^2 .$$

The top momenta are $J_i=I(\dot\alpha_i+\mathbf n_i\cdot\boldsymbol\omega)$. Completing the squares gives

$$T=\sum_i\frac{J_i^2}{2I}+\tfrac12\boldsymbol\omega\cdot\mathcal I'\boldsymbol\omega,\qquad \mathcal I'=\mathcal I-I\sum_i\mathbf n_i\mathbf n_i^{\rm T}.$$

The total angular momentum is $\mathbf L=\mathcal I\boldsymbol\omega+I\sum_i\mathbf n_i\dot\alpha_i=\mathcal I'\boldsymbol\omega+\sum_i\mathbf n_iJ_i$. For the relative coefficient set $\mathbf L=0$, $J_1=J$ and $J_2=-J$. Then $\mathcal I'\boldsymbol\omega=-J\mathbf d$ with $\mathbf d=\mathbf n_1-\mathbf n_2$, and

$$T=\frac{J^2}{I}+\frac{J^2}{2}\,\mathbf d\cdot\mathcal I'^{-1}\mathbf d .$$

The vector $\mathbf d$ has length $2\sin(b/2)$ and lies along the twofold axis of the skeleton, a principal direction. To leading order in $b$ its inertia is the end-over-end value $I_\perp$. Dividing the second term by the first,

$$\frac{\Delta F}{F}\simeq2\sin^2\!\left(\frac b2\right)\frac{I}{I_\perp}.$$

For $b=10^\circ$ and $I_\perp=1.251$ u nm$^2$ this is $0.01519\times0.03131/1.251=3.80\times10^{-4}$. Displacing the atoms of the bent molecule gives $3.83\times10^{-4}$.

**Q.** Is ten degrees a reasonable bend, and does the potential survive it as well as the kinetic term does?

**A.** The Hartree–Fock energy of that bend is 30.15 meV, averaged over two orientations of the eclipsed tops. For a harmonic bend the energy is $\tfrac12kb^2$. Two bending directions, each with classical mean energy $k_{\rm B}T/2$, give $\langle b^2\rangle=2k_{\rm B}T/k$. At 300 K, where $k_{\rm B}T=25.85$ meV,

$$b_{\rm rms}=10^\circ\sqrt{25.85/30.15}=9.3^\circ .$$

The corresponding rise of $F$ is $3.3\times10^{-4}$ of its value.

The potential fares worse. In the eclipsed molecule bent by $10^\circ$, turning both tops together by $60^\circ$ changes the Hartree–Fock energy by 0.044 meV. This exceeds the 0.025 meV of $|V_3|$ at the same level. For a molecule held at a fixed bend, a potential of $\gamma$ alone is therefore incomplete on the scale of $V_3$. At this bend and level of theory the missing energy is about 3% of $F$. Its leading part has the form $\cos3\phi_1+\cos3\phi_2$, with the angles measured from the bending plane, and it grows as $b^3$, the lowest power of the bending displacement that can carry a threefold angular dependence. In a vibrating molecule the direction of the bend is not fixed. The term changes sign when the bending plane turns by $60^\circ$, so it averages to zero and reaches the pair $p=\pm\tfrac32$ only in second order, through other bending states. This number alone therefore does not show that the splitting changes. The bend can also alter $V_3$ itself at order $b^2$, which is not calculated here. The fine splitting above belongs to the straight model with the Hartree–Fock $V_3$, whose size is not settled, and is not a prediction for the vapour.

**Q.** Dimethylzinc is used as a zinc source in vapour deposition. What can I carry over to the real molecule?

**A.** The chosen lengths and angle are round input values, not a determined structure, and 300 K is close to room temperature. At 300 K, $k_{\rm B}T$ is about 1000 times the Hartree–Fock $|V_3|$ and about 200 times the MP2 value. Within either model, the Boltzmann weights of the eclipsed and staggered angles differ by half a percent or less, so the tops turn almost freely.

Small changes in the assumed shape of the methyl groups alter $F$ more than the bend does. Raising the Zn–C–H angle by $1^\circ$, with the bond length fixed, gives 1.354 meV, an increase of 1.4%. Lengthening C–H by 0.001 nm, with the angle fixed, gives 1.311 meV, a decrease of 1.8%. For a shape this close to the assumed one, I would therefore quote $F$ as about 1.3 meV, or 11 cm$^{-1}$. These geometry changes affect both tops equally and move $F_0$ in the same proportion, so for identical tops on a straight axis the ratio remains two. The numerical output lists the underlying values.

## Numbers as computed

```
Zn-C length: 0.193 nm
C-H length: 0.109 nm
Zn-C-H angle: 111.0 deg
H atom mass: 1.007825 u
H distance from axis: 0.10176 nm
I of one methyl top: 0.031309 u nm^2
F0, one top on clamped frame: 0.6676 meV
F0 converted: 5.384 cm^-1
F = 2 F0, relative rotation: 1.3351 meV
F converted: 10.769 cm^-1
F from nine moving atoms: 1.3351 meV
ratio F/F0 from atoms: 2.000000
coefficient of K^2 from atoms: 0.3338 meV
CH3/CD3 molecule, F/F0(CH3): 1.5004
HF V3 = E(eclipsed)-E(staggered): -0.0252 meV
HF V3 converted: -0.203 cm^-1
HF lower form: eclipsed
HF sixfold term V6: -0.00010 meV
MP2 V3, same geometry and basis: -0.122 meV
levels compared, grid and separated: 25
largest difference, correct H: 1.7e-13 meV
same, F0 in place of 2 F0: 2.170 meV
same, integer p for every K: 1.001 meV
K=0 relative level 1: -0.0126 meV
K=0 relative level 2: 1.3225 meV
K=0 relative level 3: 1.3225 meV
K=0 relative level 4: 5.3280 meV
K=0 relative level 5: 5.3280 meV
K=1 relative level 1: 0.3212 meV
K=1 relative level 2: 0.3212 meV
K=1 relative level 3: 2.9852 meV
K=1 relative level 4: 2.9978 meV
K=1 splitting of |p|=3/2: 0.01260 meV
|V3|/2: 0.01260 meV
temperature: 300 K
kT: 25.85 meV
kT/|V3|: 1026.1
F if angle is 1 deg larger: 1.3536 meV
F if C-H is 0.001 nm longer: 1.3110 meV
end-over-end inertia: 1.2509 u nm^2
trial bend of skeleton: 10.0 deg
fractional rise of F, atoms: 3.831e-04
fractional rise of F, formula: 3.802e-04
HF mean energy of trial bend: 30.15 meV
HF top-orientation energy, bent: 0.0438 meV
classical rms bend at 300 K: 9.3 deg
fractional rise of F at rms bend: 3.283e-04
```
